# Separating Strain and Hole Doping in Graphene's Raman Shifts: a numerical check

```python
"""
Result under test: for graphene peak shifts x (G) and y (2D), in cm^-1,
with strain slope ks and hole slope kh in the (x, y) plane,
    strain part of G = (y - kh*x)/(ks-kh)
    hole part of G   = (ks*x - y)/(ks-kh).
For x=2, y=-1, ks=2.2, kh=0.7 these are -1.6 and +3.6 cm^-1.
The program also estimates the strain and, from a Dirac-cone model of the
G phonon, the hole density. Energies are in eV, lengths in m unless stated.
mu is the depth of the Fermi level below the Dirac point.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

x, y, ks, kh = 2.0, -1.0, 2.2, 0.7


def separate(gx, dy, strain_slope=ks, dope_slope=kh):
    det = strain_slope - dope_slope
    return ((dy - dope_slope * gx) / det,
            (strain_slope * gx - dy) / det)


s, h = separate(x, y)

# Search all candidate pairs on a 0.1 cm^-1 grid using the defining sums.
cand = np.arange(-100, 101) / 10
S, H = np.meshgrid(cand, cand, indexing="ij")
misfit = (S + H - x)**2 + (ks * S + kh * H - y)**2
best = np.unravel_index(np.argmin(misfit), misfit.shape)
assert misfit[best] < 1e-20
assert np.sum(misfit < 1e-8) == 1
assert abs(S[best] - s) < 1e-10 and abs(H[best] - h) < 1e-10
assert abs(s + 1.6) < 1e-10 and abs(h - 3.6) < 1e-10

# Reading errors: formula against random readings solved as a linear system.
sigma = 0.5
sig_s = sigma * np.hypot(1, kh) / (ks - kh)
sig_h = sigma * np.hypot(1, ks) / (ks - kh)
rng = np.random.default_rng(4)
readings = np.array([[x], [y]]) + sigma * rng.normal(size=(2, 200000))
parts = np.linalg.solve(np.array([[1, 1], [ks, kh]]), readings)
assert np.allclose(parts.std(axis=1), [sig_s, sig_h], rtol=0.01)

# Strain conversion and splitting under uniaxial strain.
w0, gamma, shear, nu = 1582.0, 1.8, 1.0, 0.17
eps_bi = -s / (2 * gamma * w0)
eps_uni = -s / (gamma * (1 - nu) * w0)
split = shear * (1 + nu) * eps_uni * w0


def strained_modes(e1, e2, angle):
    c, sn = np.cos(angle), np.sin(angle)
    R = np.array([[c, -sn], [sn, c]])
    e = R @ np.diag([e1, e2]) @ R.T
    dev = np.array([[e[0, 0] - e[1, 1], 2 * e[0, 1]],
                    [2 * e[0, 1], e[1, 1] - e[0, 0]]])
    D = w0**2 * ((1 - 2 * gamma * np.trace(e)) * np.eye(2) - shear * dev)
    return np.sqrt(np.linalg.eigvalsh(D))


modes = strained_modes(eps_uni, -nu * eps_uni, 0.4)
assert abs(modes.mean() - w0 - s) < 0.005
assert abs(modes[1] - modes[0] - split) < 0.005
assert np.allclose(strained_modes(eps_bi, eps_bi, 0.4) - w0, s, atol=0.005)

# Dirac-cone parameters.
cm_eV = sc.h * sc.c * 100 / sc.e
hw = w0 * cm_eV
a = hw / 2
omega = hw * sc.e / sc.hbar
mass = 12 * sc.atomic_mass
bond = 1.42e-10
vF = 1.0e6
hv = sc.hbar * vF / sc.e
T = 300.0
kT = sc.k * T / sc.e
beta = 2.5


def coupling(b):
    return 3 * np.sqrt(3) * b**2 * sc.hbar / (
        2 * np.pi * mass * omega * bond**2)


C = coupling(beta)


def occupation(e, mu, kt):
    return expit((e + mu) / kt) - expit((mu - e) / kt)


def g_shift(mu, kt=kT, coef=C):
    """G shift from neutrality at the same temperature, cm^-1."""
    def numerator(e):
        change = occupation(e, 0, kt) - occupation(e, mu, kt)
        return e**2 / (e + a) * change
    top = max(mu, a) + 35 * kt
    val = quad(numerator, 0, top, weight="cauchy", wvar=a,
               limit=400, epsabs=1e-10, epsrel=1e-8)[0]
    return coef * val / cm_eV


def g_shift_cold(mu):
    return C * (mu + a / 2 * np.log(abs((mu - a) / (mu + a)))) / cm_eV


def hole_density(mu):
    """Net hole density at temperature T, cm^-2."""
    val = quad(lambda e: e * (expit((mu - e) / kT) - expit(-(mu + e) / kT)),
               0, mu + 40 * kT, epsabs=1e-12, limit=200)[0]
    return 2 * val / (np.pi * hv**2) / 1e4


# Zero-temperature closed form against principal-value quadrature.
for m in (0.06, 0.17, 0.30):
    if m > a:
        raw = quad(lambda e: e**2 / (e + a), 0, m,
                   weight="cauchy", wvar=a)[0]
    else:
        raw = quad(lambda e: e**2 / (e**2 - a**2), 0, m)[0]
    assert abs(C * raw / cm_eV - g_shift_cold(m)) < 1e-6
assert abs(g_shift(0.17, sc.k * 20 / sc.e) - g_shift_cold(0.17)) < 0.05

# One electron pair plus oscillator: diagonalization against perturbation.
nmax, e_pair, M = 8, 0.17, 1e-3
lower = np.diag(np.sqrt(np.arange(1, nmax)), 1)
Hosc = (np.kron(np.diag([-e_pair, e_pair]), np.eye(nmax))
        + np.kron(np.eye(2), hw * np.diag(np.arange(nmax)))
        + M * np.kron(np.array([[0, 1], [1, 0]]), lower + lower.T))
E, V = np.linalg.eigh(Hosc)
E0 = E[np.argmax(abs(V[0]))]
E1 = E[np.argmax(abs(V[1]))]
pair_shift = -4 * e_pair * M**2 / (4 * e_pair**2 - hw**2)
assert abs((E1 - E0 - hw) / pair_shift - 1) < 2e-3

# Full-zone tight-binding sum against the cone integral, equally broadened.
t = 2 * hv / (3 * bond)
eta, mu_test, N = 0.04, 0.17, 1500
angles = np.array([np.pi / 2, np.pi / 2 + 2 * np.pi / 3,
                   np.pi / 2 + 4 * np.pi / 3])
dirs = np.column_stack([np.cos(angles), np.sin(angles)])
grid = 2 * np.pi * (np.arange(N) + 0.37) / N
p1 = np.exp(1j * grid)[:, None]
p2 = np.exp(1j * grid)[None, :]
# Common phase removed: lattice vectors join equivalent bond ends.
f = t * (1 + p1 + p2)
df = beta * t / bond * (dirs[0, 0] + dirs[1, 0] * p1 + dirs[2, 0] * p2)
ek = abs(f)
matrix2 = (np.imag(df * np.conj(f)) / ek)**2
matrix2 *= sc.hbar / (mass * omega)
change = occupation(ek, 0, kT) - occupation(ek, mu_test, kT)
kernel = np.real(4 * ek / (4 * ek**2 - (hw + 1j * eta)**2))
lattice = 2 * np.mean(matrix2 * change * kernel) / cm_eV
cone = C / cm_eV * quad(
    lambda e: np.real(e**2 / (e**2 - (a + 0.5j * eta)**2))
    * (occupation(e, 0, kT) - occupation(e, mu_test, kT)),
    0, 1.3, limit=300)[0]
assert abs(lattice / cone - 1) < 0.04  # lattice curvature beyond the cone

# Hole density on the branch above half the phonon energy.
mu = brentq(lambda m: g_shift(m) - h, a, 0.6)
p = hole_density(mu)
mu_cold = brentq(lambda m: g_shift_cold(m) - h, a + 0.005, 0.6)
p_cold = mu_cold**2 / (np.pi * hv**2) / 1e4
mu_half = brentq(lambda m: hole_density(m) - p / 2, 0.001, mu)
shift_half = g_shift(mu_half)
assert abs(shift_half - h / 2) > 0.1  # density response is not linear
p_beta = []
for b in (2.0, 3.0):
    m = brentq(lambda q: g_shift(q, coef=coupling(b)) - h, a, 0.8)
    p_beta.append(hole_density(m))
low_min = min(g_shift(m) for m in np.linspace(0.002, 0.12, 40))

# Effects outside the separation, using rough stated coefficients.
slope_h = separate(x, y, ks, 0.55)
slope_s = separate(x, y, 2.5, kh)
electron = separate(x, y, ks, 0.0)
dT, gT, dT2 = 10.0, -0.02, -0.035
thermal = separate(gT * dT, dT2 * dT)
lam_sample, lam_ref, dispersion = 532.0, 514.5, 100.0
dE = sc.h * sc.c / sc.e * 1e9 * (1 / lam_sample - 1 / lam_ref)
laser_2D = dispersion * dE
laser = separate(0.0, laser_2D)

print(f"Input G, 2D shifts: {x:+.1f}, {y:+.1f} cm^-1")
print(f"Input strain, hole slopes: {ks:.1f}, {kh:.1f}")
print(f"Slope difference: {ks-kh:.1f}")
print(f"G parts, strain and holes: {s:+.2f}, {h:+.2f} cm^-1")
print(f"2D parts, strain and holes: {ks*s:+.2f}, {kh*h:+.2f} cm^-1")
print(f"Reading error of each peak: {sigma:.1f} cm^-1")
print(f"Resulting errors, strain and hole parts: {sig_s:.2f}, {sig_h:.2f} cm^-1")
print(f"Unstrained G position: {w0:.0f} cm^-1")
print(f"Grueneisen, shear, Poisson parameters: {gamma}, {shear}, {nu}")
print(f"Biaxial strain: {100*eps_bi:.4f} %")
print(f"Uniaxial strain: {100*eps_uni:.4f} %")
print(f"Uniaxial G splitting: {split:.2f} cm^-1")
print(f"Temperature: {T:.0f} K; thermal energy: {kT:.4f} eV")
print(f"Fermi velocity: {vF:.1e} m/s; bond: {bond*1e9:.3f} nm")
print(f"G phonon energy, half of it: {hw:.4f}, {a:.4f} eV")
print(f"Hopping parameter beta: {beta:.1f}; coupling C: {C:.5f}")
print(f"Fermi-level depth at 300 K: {mu:.3f} eV")
print(f"Depth / thermal energy: {mu/kT:.2f}")
print(f"Net hole density at 300 K: {p:.2e} cm^-2")
print(f"Zero-temperature depth: {mu_cold:.3f} eV")
print(f"Zero-temperature density: {p_cold:.2e} cm^-2")
print(f"Density for beta=2, 3: {p_beta[0]:.2e}, {p_beta[1]:.2e} cm^-2")
print(f"G shift at half density: {shift_half:.2f} cm^-1")
print(f"Lowest G shift for depths 0.002-0.12 eV: {low_min:.3f} cm^-1")
print(f"Lattice / cone shift in broadened test: {lattice/cone:.4f}")
print(f"Parts with hole slope 0.55: {slope_h[0]:+.2f}, {slope_h[1]:+.2f} cm^-1")
print(f"Parts with strain slope 2.5: {slope_s[0]:+.2f}, {slope_s[1]:+.2f} cm^-1")
print(f"Parts with electron slope 0: {electron[0]:+.2f}, {electron[1]:+.2f} cm^-1")
print(f"Heating: {dT:.0f} K; G, 2D rates: {gT}, {dT2} cm^-1/K")
print(f"False parts from heating: {thermal[0]:+.2f}, {thermal[1]:+.2f} cm^-1")
print(f"Sample, reference lasers: {lam_sample:.1f}, {lam_ref:.1f} nm")
print(f"2D dispersion: {dispersion:.0f} cm^-1/eV; energy change: {dE:+.4f} eV")
print(f"False 2D shift from laser change: {laser_2D:+.2f} cm^-1")
print(f"False parts from laser change: {laser[0]:+.2f}, {laser[1]:+.2f} cm^-1")
print("all tests passed")
```

It prints:

```
Input G, 2D shifts: +2.0, -1.0 cm^-1
Input strain, hole slopes: 2.2, 0.7
Slope difference: 1.5
G parts, strain and holes: -1.60, +3.60 cm^-1
2D parts, strain and holes: -3.52, +2.52 cm^-1
Reading error of each peak: 0.5 cm^-1
Resulting errors, strain and hole parts: 0.41, 0.81 cm^-1
Unstrained G position: 1582 cm^-1
Grueneisen, shear, Poisson parameters: 1.8, 1.0, 0.17
Biaxial strain: 0.0281 %
Uniaxial strain: 0.0677 %
Uniaxial G splitting: 1.25 cm^-1
Temperature: 300 K; thermal energy: 0.0259 eV
Fermi velocity: 1.0e+06 m/s; bond: 0.142 nm
G phonon energy, half of it: 0.1961, 0.0981 eV
Hopping parameter beta: 2.5; coupling C: 0.00455
Fermi-level depth at 300 K: 0.167 eV
Depth / thermal energy: 6.46
Net hole density at 300 K: 2.21e+12 cm^-2
Zero-temperature depth: 0.165 eV
Zero-temperature density: 2.00e+12 cm^-2
Density for beta=2, 3: 3.22e+12, 1.78e+12 cm^-2
G shift at half density: 0.56 cm^-1
Lowest G shift for depths 0.002-0.12 eV: -0.328 cm^-1
Lattice / cone shift in broadened test: 1.0000
Parts with hole slope 0.55: -1.27, +3.27 cm^-1
Parts with strain slope 2.5: -1.33, +3.33 cm^-1
Parts with electron slope 0: -0.45, +2.45 cm^-1
Heating: 10 K; G, 2D rates: -0.02, -0.035 cm^-1/K
False parts from heating: -0.14, -0.06 cm^-1
Sample, reference lasers: 532.0, 514.5 nm
2D dispersion: 100 cm^-1/eV; energy change: -0.0793 eV
False 2D shift from laser change: -7.93 cm^-1
False parts from laser change: -5.28, +5.28 cm^-1
all tests passed
```
